# Direct transmission into a cylindrical via one diameter deep: verification in Python

```python
# Result under test: for a cylindrical via of radius R and depth H = 2R, fed by
# a cosine-law flux, the mean direct transmission from mouth to bottom is
# F = 3 - 2*sqrt(2).  "Direct" means without touching the wall.
# General equal disks: F = ((sqrt(H^2 + 4R^2) - H)/(2R))^2.
# Sticking = probability that an atom stays where it lands.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp


def local_view(rho, mouth, gap):
    """View from a bottom point at radius rho to a coaxial mouth disk."""
    total = gap**2 + rho**2 + mouth**2
    root = np.sqrt(total**2 - 4 * rho**2 * mouth**2)
    return 0.5 * (1 - (gap**2 + rho**2 - mouth**2) / root)


def mean_view(bottom, mouth, gap):
    """Average view from a bottom disk to a coaxial mouth disk."""
    total = bottom**2 + mouth**2 + gap**2
    root = np.sqrt(total**2 - 4 * bottom**2 * mouth**2)
    return (total - root) / (2 * bottom**2)


def equal_view(radius, gap):
    return ((np.sqrt(gap**2 + 4 * radius**2) - gap) / (2 * radius))**2


NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2
PHI = 2 * np.pi * np.arange(256) / 256


def local_by_quadrature(rho, mouth, gap):
    """Defining surface integral of gap^2/(pi*s^4) over the mouth."""
    r = mouth * NODES[:, None]
    s2 = gap**2 + rho**2 + r**2 - 2 * rho * r * np.cos(PHI)
    ring = np.mean(gap**2 / s2**2, axis=1) * 2 * np.pi
    return np.sum(WEIGHTS * mouth * r[:, 0] * ring) / np.pi


def mean_by_quadrature(bottom, mouth, gap):
    values = [local_by_quadrature(bottom * x, mouth, gap) for x in NODES]
    return np.sum(WEIGHTS * 2 * NODES * np.array(values))


def angular_transmission(power, radius, gap):
    """Overlap of displaced circles, averaged over a cos^power source."""
    def integrand(theta):
        q = min(1.0, gap * np.tan(theta) / (2 * radius))
        passed = 2 / np.pi * (np.arccos(q) - q * np.sqrt(1 - q * q))
        return (power + 1) * np.sin(theta) * np.cos(theta)**power * passed
    return quad(integrand, 0, np.arctan(2 * radius / gap), epsabs=1e-11)[0]


def ring_balance(sticking, radius, depth, rings=200):
    """Mean flux reaching the bottom, including diffuse re-emission."""
    width = depth / rings
    disk = equal_view(radius, width * np.arange(rings + 1))
    to_mouth = radius / (2 * width) * (disk[:-1] - disk[1:])
    views = np.zeros((rings + 1, rings + 1))
    index = np.arange(rings)
    separation = np.abs(index[:, None] - index[None, :])
    by_separation = np.zeros(rings)
    by_separation[0] = 1 - 2 * to_mouth[0]
    by_separation[1:] = to_mouth[:-1] - to_mouth[1:]
    views[:rings, :rings] = by_separation[separation]
    views[:rings, rings] = to_mouth[::-1]
    views[rings, :rings] = (disk[:-1] - disk[1:])[::-1]
    source = np.append(to_mouth, disk[-1])
    matrix = np.eye(rings + 1) - (1 - sticking) * views
    return np.linalg.solve(matrix, source)[rings]


def trace_atoms(count, sticking, power, rng):
    """Landings on the bottom per entering atom; radius 1, depth 2."""
    depth = 2.0
    r, angle = np.sqrt(rng.random(count)), 2 * np.pi * rng.random(count)
    pos = np.column_stack((r * np.cos(angle), r * np.sin(angle),
                           np.zeros(count)))
    cosine = (1 - rng.random(count))**(1 / (power + 1))
    sine, angle = np.sqrt(1 - cosine**2), 2 * np.pi * rng.random(count)
    move = np.column_stack((sine * np.cos(angle), sine * np.sin(angle),
                            cosine))
    landings = 0
    while len(pos):
        a = np.maximum(move[:, 0]**2 + move[:, 1]**2, 1e-30)
        b = pos[:, 0] * move[:, 0] + pos[:, 1] * move[:, 1]
        c = np.minimum(pos[:, 0]**2 + pos[:, 1]**2 - 1, 0)
        to_wall = (-b + np.sqrt(b * b - a * c)) / a
        down = move[:, 2] > 0
        to_plane = (np.where(down, depth, 0) - pos[:, 2]) / move[:, 2]
        at_plane = to_plane < to_wall
        bottom = at_plane & down
        landings += np.count_nonzero(bottom)
        pos = pos + np.minimum(to_wall, to_plane)[:, None] * move
        keep = (bottom | ~at_plane) & (rng.random(len(pos)) >= sticking)
        pos, bottom = pos[keep], bottom[keep]
        pos[bottom, 2] = depth
        normal = -pos.copy()
        normal[:, 2] = 0
        normal[bottom] = (0, 0, -1)
        normal /= np.linalg.norm(normal, axis=1)[:, None]
        # A unit normal plus a random unit vector has a cosine-law direction.
        kick = rng.normal(size=pos.shape)
        kick /= np.linalg.norm(kick, axis=1)[:, None]
        move = normal + kick
        move /= np.linalg.norm(move, axis=1)[:, None]
    return landings / count


# Tests of the geometry against the defining surface integral.
target = 3 - 2 * np.sqrt(2)
direct_quadrature = mean_by_quadrature(1, 1, 2)
assert abs(direct_quadrature - target) < 1e-10
for gap in (1.0, 2.0, 20.0):
    assert abs(mean_by_quadrature(1, 1, gap) - equal_view(1, gap)) < 1e-9
for rho in (0.0, 0.6, 1.0):
    for mouth in (0.7, 1.0):
        numeric = local_by_quadrature(rho, mouth, 2)
        assert abs(numeric - local_view(rho, mouth, 2)) < 1e-10
assert abs(mean_by_quadrature(1, 0.7, 2) - mean_view(1, 0.7, 2)) < 1e-10
assert abs(local_by_quadrature(0, 1, 2) - 1 / 5) < 1e-10
edge_exact = (1 - 1 / np.sqrt(2)) / 2
assert abs(local_by_quadrature(1, 1, 2) - edge_exact) < 1e-10
deep = mean_by_quadrature(1, 1, 20)
deep_formula = (1 / 20)**2 * (1 - 2 / 20**2)
assert abs(deep / deep_formula - 1) < 1e-4

# Independent angular integral and particle tracing.
overlap_result = angular_transmission(1, 1, 2)
assert abs(overlap_result - target) < 1e-8
rng = np.random.default_rng(2718)
atoms = 800000
traced_direct = trace_atoms(atoms, 1.0, 1, rng)
# Tolerances below allow about five standard deviations of sampling noise.
assert abs(traced_direct - target) < 0.0025
directed = angular_transmission(2, 1, 2)
assert abs(trace_atoms(atoms, 1.0, 2, rng) - directed) < 0.003
reemitted, traced = {}, {}
for sticking in (0.9, 0.5):
    reemitted[sticking] = ring_balance(sticking, 1, 2)
    traced[sticking] = trace_atoms(atoms, sticking, 1, rng)
    assert abs(reemitted[sticking] - traced[sticking]) < 0.0035

# Flux on a tilted facet under an isotropic sky.
mu = (np.arange(400) + 0.5)[:, None] / 400
azimuth = 2 * np.pi * (np.arange(800) + 0.5) / 800
for tilt in (0.0, np.pi / 4, np.pi / 3, np.pi / 2):
    facing = (np.cos(tilt) * mu
              + np.sin(tilt) * np.sqrt(1 - mu**2) * np.cos(azimuth))
    sky = 2 * np.mean(np.maximum(facing, 0))
    assert abs(sky - (1 + np.cos(tilt)) / 2) < 1e-3

# Ru example; lengths in nm, rough typical process values.
diameter, depth, field_rate = 100.0, 100.0, 10.0
radius = diameter / 2
pressure_mtorr, temperature = 3.0, 300.0
mean = equal_view(radius, depth)
centre = local_view(0, radius, depth)
edge = local_view(radius, radius, depth)

ion_fraction = 0.05
with_ions = (1 - ion_fraction) * mean + ion_fraction

film = 10.0
new_mouth = radius - film / 2
new_gap = depth + film / 2 - mean * film
narrowed = mean_view(radius, new_mouth, new_gap)

collision_diameter = 0.36
pressure = pressure_mtorr * 1e-3 * const.torr
free_path = const.k * temperature / (
    np.sqrt(2) * np.pi * (collision_diameter * 1e-9)**2 * pressure)
scattered = depth * 1e-9 / free_path

# Adatom and island densities per site during growth at the bottom.
barrier, attempt, layer, site = 0.6, 1e13, 0.214, 0.27
hop_rate = attempt * np.exp(-barrier * const.e / (const.k * temperature))
layer_time = 60 * layer / (field_rate * mean)
mobility = hop_rate * layer_time / 4


def nucleation(coverage, density):
    adatoms, islands = density
    pairs = mobility * adatoms**2
    return [1 - 2 * pairs - mobility * adatoms * islands, pairs]


growth = solve_ivp(nucleation, (0, 0.1), [0, 0], method="LSODA",
                   rtol=1e-8, atol=1e-12)
assert growth.success
island_spacing = site / np.sqrt(growth.y[1, -1])

print(f"Direct mean transmission, formula: {mean:.8f}")
print(f"Direct mean, surface quadrature: {direct_quadrature:.8f}")
print(f"Direct mean, angular overlap: {overlap_result:.8f}")
print(f"Direct mean, traced atoms: {traced_direct:.4f}")
print(f"Number of traced atoms: {atoms}")
print(f"Local transmission at centre: {centre:.5f}")
print(f"Local transmission at edge: {edge:.5f}")
print(f"Deep via H/R = 20, quadrature: {deep:.8f}")
print(f"Deep via H/R = 20, two-term limit: {deep_formula:.8f}")
print(f"Via diameter: {diameter:.0f} nm")
print(f"Via depth: {depth:.0f} nm")
print(f"Open-field Ru growth rate: {field_rate:.1f} nm/min")
print(f"Mean direct bottom rate: {field_rate * mean:.3f} nm/min")
print(f"Centre direct rate: {field_rate * centre:.3f} nm/min")
print(f"Edge direct rate: {field_rate * edge:.3f} nm/min")
for sticking in (0.9, 0.5):
    change = 100 * (reemitted[sticking] / mean - 1)
    print(f"Bottom/open flux, sticking {sticking}: "
          f"{reemitted[sticking]:.4f}")
    print(f"  same from traced atoms: {traced[sticking]:.4f}")
    print(f"  change from direct value: {change:+.1f} percent")
print(f"Transmission for cos^2 source: {directed:.4f}")
print(f"  change: {100 * (directed / mean - 1):+.1f} percent")
print(f"Assumed vertical ion fraction: {100 * ion_fraction:.0f} percent")
print(f"Transmission with these ions: {with_ions:.4f}")
print(f"  change: {100 * (with_ions / mean - 1):+.1f} percent")
print(f"Open-field film for narrowing estimate: {film:.0f} nm")
print(f"Narrowed mouth radius: {new_mouth:.1f} nm")
print(f"Mouth-to-bottom gap then: {new_gap:.2f} nm")
print(f"Bottom/open flux then: {narrowed:.4f}")
print(f"  change: {100 * (narrowed / mean - 1):+.1f} percent")
print(f"Argon pressure: {pressure_mtorr:.1f} mTorr")
print(f"Temperature: {temperature:.0f} K")
print(f"Assumed collision diameter: {collision_diameter:.2f} nm")
print(f"Gas mean free path: {free_path * 1e3:.1f} mm")
print(f"Scattering chance over via depth: {scattered:.1e}")
print(f"Assumed hopping barrier: {barrier:.2f} eV")
print(f"Assumed attempt rate: {attempt:.0e} 1/s")
print(f"Assumed layer height: {layer:.3f} nm")
print(f"Assumed site spacing: {site:.2f} nm")
print(f"Adatom hop rate: {hop_rate:.0f} 1/s")
print(f"Time per bottom monolayer: {layer_time:.2f} s")
print(f"Island spacing at 0.1 monolayer: {island_spacing:.2f} nm")
print("no test failed")
```

It prints:

```
Direct mean transmission, formula: 0.17157288
Direct mean, surface quadrature: 0.17157288
Direct mean, angular overlap: 0.17157288
Direct mean, traced atoms: 0.1716
Number of traced atoms: 800000
Local transmission at centre: 0.20000
Local transmission at edge: 0.14645
Deep via H/R = 20, quadrature: 0.00248758
Deep via H/R = 20, two-term limit: 0.00248750
Via diameter: 100 nm
Via depth: 100 nm
Open-field Ru growth rate: 10.0 nm/min
Mean direct bottom rate: 1.716 nm/min
Centre direct rate: 2.000 nm/min
Edge direct rate: 1.464 nm/min
Bottom/open flux, sticking 0.9: 0.1848
  same from traced atoms: 0.1846
  change from direct value: +7.7 percent
Bottom/open flux, sticking 0.5: 0.2841
  same from traced atoms: 0.2847
  change from direct value: +65.6 percent
Transmission for cos^2 source: 0.2372
  change: +38.3 percent
Assumed vertical ion fraction: 5 percent
Transmission with these ions: 0.2130
  change: +24.1 percent
Open-field film for narrowing estimate: 10 nm
Narrowed mouth radius: 45.0 nm
Mouth-to-bottom gap then: 103.28 nm
Bottom/open flux then: 0.1363
  change: -20.5 percent
Argon pressure: 3.0 mTorr
Temperature: 300 K
Assumed collision diameter: 0.36 nm
Gas mean free path: 18.0 mm
Scattering chance over via depth: 5.6e-06
Assumed hopping barrier: 0.60 eV
Assumed attempt rate: 1e+13 1/s
Assumed layer height: 0.214 nm
Assumed site spacing: 0.27 nm
Adatom hop rate: 833 1/s
Time per bottom monolayer: 7.48 s
Island spacing at 0.1 monolayer: 1.59 nm
no test failed
```
